# Magnetisation and Susceptibility of a Powder of Ising Dy3+ Doublets

## Problem

The ground multiplet of Dy$^{3+}$ has $L=5$, $S=5/2$ and $J=15/2$. In a certain solid, an axial crystal field leaves the two states $|m_J=\pm 15/2\rangle$ lowest, well separated from the other fourteen. The sample is a powder: the crystal-field axes of the grains point in random directions and cannot turn. The ions do not interact.

Take the electron spin factor as 2, and keep only the lowest doublet in parts (a) to (c).

(a) Show that the doublet behaves as an effective spin 1/2 with $g=20$ along the axis and $g=0$ across it.

(b) Show that the powder magnetisation saturates at 5 Bohr magnetons per ion, and find how it approaches this value.

(c) Show that in weak field $\chi T=12.5$ cm$^3$ K/mol.

(d) Show that the free ion, with all 16 states degenerate, has $\chi T=14.17$ cm$^3$ K/mol, and explain the difference.

Temperatures are in kelvin, fields in tesla and moments in Bohr magnetons $\mu_B$. Molar susceptibilities are in cgs-emu units; multiplying a value of $\chi T$ in cm$^3$ K/mol by $4\pi\times10^{-6}$ gives it in m$^3$ K/mol.

## Hints

1. The state with $m_J=15/2$ can be built in one way only from $m_L$ and $m_S$. Read its magnetic moment from that.
2. By how much can $J_x$ change $m_J$?
3. For a grain whose axis makes an angle $\theta$ with the field, write the two energies and the partition function. Then average over the sphere.
4. Saturation needs the mean of $|\cos\theta|$; the weak-field response needs the mean of $\cos^2\theta$.
5. For the free ion, use the equality of the traces of $J_x^2$, $J_y^2$ and $J_z^2$.

## Solution

### (a) The g values

The Zeeman energy is $\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S)$. Inside one $J$ multiplet, $\mathbf L+2\mathbf S$ may be replaced by $g_J\mathbf J$. To see this, restrict $\mathbf L+2\mathbf S$ to the multiplet and define $\mathbf W=\mathbf L+2\mathbf S-g_J\mathbf J$. Since $W_z$ conserves $m_J$, we can choose $g_J$ so that $W_z|J,J\rangle=0$.

- $W_+|J,J\rangle=0$, because the multiplet has no state with $m_J=J+1$.
- The vector-operator relation $[J_+,W_-]=2W_z$ gives $J_+W_-|J,J\rangle=0$. But $W_-|J,J\rangle$ is a multiple of $|J,J-1\rangle$, which $J_+$ does not annihilate, so the multiple is zero.

All components of $\mathbf W$ therefore annihilate the top state. The commutator of $J_-$ with a component of $\mathbf W$ is again a combination of components of $\mathbf W$, so the same holds for each state reached by applying $J_-$. Hence $\mathbf W=0$ in the whole multiplet.

The top state is $|m_L=5,\,m_S=5/2\rangle$, for which $L_z+2S_z=5+5=10$. Therefore
$$g_J=\frac{10}{15/2}=\frac43 .$$

Let $z$ be the crystal-field axis and let the field lie in the $xz$ plane. The Zeeman energy is then
$$H=g_J\mu_BB\,(J_z\cos\theta+J_x\sin\theta).$$
The operator $J_x$ changes $m_J$ by $\pm1$, whereas the two states of the doublet differ by 15. All matrix elements of $J_x$ within the doublet vanish, and so do those of $J_y$. What remains is diagonal:
$$E_\pm=\pm g_J\tfrac{15}{2}\,\mu_BB\cos\theta=\pm10\,\mu_BB\cos\theta .$$
An effective spin 1/2 with energy $g\mu_BB_zS_z$ has levels $\pm\tfrac12g\mu_BB\cos\theta$. Thus $g=2g_JJ=20$ along the axis and $g=0$ across it.

### (b) Magnetisation of the powder

The partition function of one ion is
$$Z=e^{-E_+/kT}+e^{-E_-/kT}=2\cosh(a\cos\theta),\qquad a=\frac{g\mu_BB}{2kT}.$$
The mean moment along the field is $kT\,\partial\ln Z/\partial B$. Since $kT\,\partial a/\partial B=g\mu_B/2$,
$$m(\theta)=\frac g2\,\mu_B\cos\theta\,\tanh(a\cos\theta).$$

For random axes, $x=\cos\theta$ is uniformly distributed between $-1$ and $1$. The function $m$ is even in $x$, so
$$M=\frac12\int_{-1}^{1}m\,dx=\frac g2\,\mu_B\int_0^1x\tanh(ax)\,dx. \tag{1}$$

When $a\gg1$, the hyperbolic tangent is close to 1 over nearly the whole range, and
$$M\to\frac g2\,\mu_B\int_0^1x\,dx=\frac g4\,\mu_B=5\,\mu_B ,$$
or 27.92 J/(T mol). Each ion has its full moment of $10\,\mu_B$, but that moment stays on the grain's axis. The field selects its sense, and the mean projection on the field is one half. If the grains were free to turn, their axes would align with a strong field and the moment would approach $10\,\mu_B$; fixed grains are essential to the result.

For the approach to saturation, use $1-\tanh y=2/(e^{2y}+1)$ with $y=ax$:
$$\int_0^1x\,[1-\tanh(ax)]\,dx=\frac1{a^2}\int_0^a\frac{2y\,dy}{e^{2y}+1}.$$
Extending the upper limit to infinity makes an error that is exponentially small in $a$. With $u=2y$ the integral becomes
$$\frac12\int_0^\infty\frac{u\,du}{e^u+1}
=\frac12\sum_{n=1}^\infty(-1)^{n+1}\int_0^\infty u\,e^{-nu}du
=\frac12\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{24}.$$
The last sum is $\pi^2/12$. Hence
$$M\simeq\frac g2\,\mu_B\left[\frac12-\frac{\pi^2}{24a^2}\right].$$
The deficit falls as a power of the field because grains with $|\cos\theta|\lesssim1/a$ remain unsaturated. Their fraction is of order $1/a$, and each lacks a projection of order $1/a$.

At 2 K, with $\mu_B/k=0.67171$ K/T, a field of 7 T gives
$$a=\frac{20\times0.67171\times7}{2\times2}=23.51,\qquad
M=10\left[\frac12-\frac{\pi^2}{24(23.51)^2}\right]\mu_B=4.993\,\mu_B .$$
At 1 T, $a=3.36$, and numerical integration of (1) gives $4.640\,\mu_B$, still 7% below saturation.

### (c) Weak field

For $a\ll1$, $\tanh(ax)\simeq ax$, and (1) becomes
$$M=\frac g2\,\mu_B\,a\int_0^1x^2dx=\frac g2\,\mu_B\,\frac a3=\frac{g^2\mu_B^2B}{12\,kT}.$$
Define the constant
$$C=\frac{N_A\mu_B^2}{3k}=0.12505\ \text{cm}^3\,\text{K/mol},$$
where the expression is read in cgs-emu units. The molar susceptibility $\chi=N_AM/B$ then gives
$$\chi T=C\,\frac{g^2}{4}=0.12505\times100=12.505\ \text{cm}^3\,\text{K/mol},$$
or $1.571\times10^{-4}$ m$^3$ K/mol.

### (d) The free ion

Without a crystal field, the quantisation axis may be taken along the field. The levels are $E_m=g_J\mu_BBm$, and each carries the moment $-g_J\mu_Bm$. To first order in $B$, the Boltzmann factor is $1-g_J\mu_BBm/kT$. The sum of $m$ over the multiplet is zero, so
$$M=\frac{g_J^2\mu_B^2B}{kT}\,\overline{m^2},\qquad
\overline{m^2}=\frac1{2J+1}\sum_{m=-J}^{J}m^2 .$$
The traces of $J_x^2$, $J_y^2$ and $J_z^2$ are equal, and their sum is $(2J+1)J(J+1)$. Therefore $\overline{m^2}=J(J+1)/3$, and
$$\chi T=C\,g_J^2J(J+1)=0.12505\times\frac{16}{9}\times\frac{255}{4}=14.172\ \text{cm}^3\,\text{K/mol},$$
or $1.781\times10^{-4}$ m$^3$ K/mol.

Since $g/2=g_JJ$, the powder result is $Cg_J^2J^2$. The ratio of the two is
$$\frac{J^2}{J(J+1)}=\frac{J}{J+1}=\frac{15}{17}=0.882,$$
and the difference is $Cg_J^2J=1.667$ cm$^3$ K/mol.

This difference has a direct meaning. In the states $|\pm15/2\rangle$, $\langle J_z^2\rangle=J^2=56.25$, while $\langle J_x^2+J_y^2\rangle=J(J+1)-J^2=J=7.5$. The transverse part acts only through matrix elements to $m_J=\pm13/2$. In the free ion those states are degenerate with the doublet and contribute to the Curie law. In the solid they lie far above $kT$, and this contribution to the Curie law is missing; only a small temperature-independent susceptibility remains (Variation 2).

The saturation moments differ much more, $5\,\mu_B$ against $g_JJ=10\,\mu_B$. The free moment can align with the field; the Ising moment cannot.

## Variation 1: a measurement at finite field

**Question.** The quantity $N_AMT/B$ is measured on the doublet powder at 2 K and 0.1 T. How far is it below the weak-field $\chi T$?

**Solution.** Keep the next term, $\tanh y\simeq y-y^3/3$, in (1):
$$\int_0^1x\left(ax-\frac{a^3x^3}{3}\right)dx=\frac a3-\frac{a^3}{15}=\frac a3\left(1-\frac{a^2}{5}\right).$$
Here $a=0.336$, so the relative loss is about $a^2/5=2.3\%$. Numerical integration of (1) gives $M=1.0951\,\mu_B$, which corresponds to $N_AMT/B=12.23$ cm$^3$ K/mol, 2.2% below 12.505. The large $g$ makes 0.1 T a noticeable field at 2 K. Since $a\propto B/T$, the loss shrinks as $(B/T)^2$.

## Variation 2: a finite crystal-field gap

**Question.** Let the crystal field be $-DJ_z^2$ with the round value $D/k=20$ K. What do the excited states add to the results for the powder?

**Solution.** The gap from $m_J=\pm15/2$ to $\pm13/2$ is
$$\Delta=D\,[J^2-(J-1)^2]=D(2J-1)=14D,\qquad \Delta/k=280\ \text{K}.$$
The transverse field couples these states. From $J_-|J,J\rangle=\sqrt{2J}\,|J,J-1\rangle$ and $J_x=(J_++J_-)/2$, the squared matrix element of $J_x$ is $2J/4=J/2$. Second-order perturbation theory lowers both doublet states equally:
$$E^{(2)}=-\frac{g_J^2\mu_B^2B^2\sin^2\theta}{\Delta}\,\frac J2 .$$
The additional moment is $-\partial E^{(2)}/\partial B$. The powder mean of $\sin^2\theta$ is $1-\tfrac13=\tfrac23$, so
$$M_{\rm VV}=\frac23\,\frac{g_J^2J\,\mu_B^2B}{\Delta}.$$
This is the Van Vleck contribution. At 7 T it is
$$M_{\rm VV}=\frac23\times\frac{16}{9}\times7.5\times\frac{0.67171\times7}{280}\,\mu_B=0.149\,\mu_B .$$
Added to the doublet's 4.993, this gives $5.142\,\mu_B$. Diagonalising all 16 states and averaging numerically over orientations gives $5.140\,\mu_B$ at 2 K. The value of $5\,\mu_B$ is therefore a plateau with a small slope, not an upper bound, when the gap is finite.

Multiplying $N_AM_{\rm VV}/B$ by $T$ gives the corresponding addition to $\chi T$:
$$2C\,g_J^2J\,\frac{kT}{\Delta}=2\times1.667\times\frac{2}{280}=0.024\ \text{cm}^3\,\text{K/mol}\quad\text{at 2 K}.$$
This formula needs $kT\ll\Delta$. At higher temperature the excited states are also populated, and the 16-state calculation in weak field gives:

| $T$ (K) | $\chi T$ (cm$^3$ K/mol) |
|---:|---:|
| 2 | 12.53 |
| 10 | 12.62 |
| 100 | 13.50 |
| 300 | 14.00 |

As the temperature rises, the transverse part of $\chi T$ grows, while the longitudinal part falls because states with smaller $|m_J|$ become populated. Their sum rises towards the free-ion value. Once $kT$ is large compared with the whole splitting, $D(J^2-\tfrac14)/k=1120$ K, all 16 states are almost equally populated and the model approaches 14.17. At 300 K this limit has not been reached. The model omits the excited $J$ multiplets of the ion, so its high-temperature limit is that of the ground multiplet alone. For a spin-orbit gap of about 3500 cm$^{-1}$ to $J=13/2$, their admixture raises the free-ion $\chi T$ by about 0.01 at 100 K and 0.025 cm$^3$ K/mol at 300 K, so the last digit of the high-temperature values belongs to the model only.
